# One inverse participation ratio cannot establish Anderson localization in an amorphous oxide: verification in Python

```python
"""
Result under test: one inverse participation ratio P2 = sum_i |psi_i|^4 from one
small supercell cannot establish localization. The structure-averaged P2 at fixed
energy must be followed with the number of sites N: P2 ~ N^(-s), where s -> 1 for
extended states and s -> 0 for localized states (cell much larger than xi).
Model: one orbital per oxygen site, periodic cubic lattice of spacing a, hopping t,
Gaussian site energies of standard deviation sigma; energies from the band centre.
xi: amplitude decay length, psi ~ exp(-r/xi). Lambda: decay length of a long bar
divided by its width; it grows with width if extended and falls if localized.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq

rng = np.random.default_rng(20)
spacing_nm, t, sigma = 0.28, 0.2, 0.6          # nm, eV, eV
half_window = 0.1                              # eV
windows = {"band": 0.6, "edge": 1.4, "tail": 1.9}   # eV
cells_per_size = {4: 1500, 6: 120, 8: 20, 10: 8}


def hamiltonian(L, site_energy, hops=(t, t, t), hop_spread=0.0):
    N = L**3
    index = np.arange(N).reshape(L, L, L)
    here = index.ravel()
    H = np.zeros((N, N))
    for axis, hop in enumerate(hops):
        there = np.roll(index, -1, axis).ravel()
        values = hop * (1 + hop_spread * rng.uniform(-1, 1, N))
        H[here, there] += values
        H[there, here] += values
    H[here, here] += site_energy
    return H


def ipr(vectors):
    density = vectors * vectors
    return (density * density).sum(axis=0)


def sample(L, cells, **kwargs):
    result = []
    for _ in range(cells):
        H = hamiltonian(L, rng.normal(0, sigma, L**3), **kwargs)
        energy, vectors = np.linalg.eigh(H)
        result.append((energy, ipr(vectors)))
    return result


def in_window(data, centre):
    return [p[np.abs(e - centre) < half_window] for e, p in data]


def window_mean(data, centre):
    """Mean over states; error from the scatter between independent cells."""
    chosen = in_window(data, centre)
    sums = np.array([p.sum() for p in chosen])
    counts = np.array([p.size for p in chosen])
    total = counts.sum()
    mean = sums.sum() / total
    error = np.sqrt(((sums - mean * counts)**2).sum()) / total
    return mean, error, total


def exponent(data_by_size, centre):
    sizes = sorted(data_by_size)
    stats = [window_mean(data_by_size[L], centre) for L in sizes]
    x = np.log([L**3 for L in sizes])
    weights = (x - x.mean()) / ((x - x.mean())**2).sum()
    y = np.log([s[0] for s in stats])
    relative = np.array([s[1] / s[0] for s in stats])
    return -weights @ y, np.sqrt(((weights * relative)**2).sum())


def envelope_ipr(L, xi):
    """P2 of exp(-r/xi) on a periodic cell, xi in units of the spacing."""
    d = np.minimum(np.arange(L), L - np.arange(L)).astype(float)
    r = np.sqrt(d[:, None, None]**2 + d[None, :, None]**2 + d[None, None, :]**2)
    density = np.exp(-2 * r / xi)
    return (density**2).sum() / density.sum()**2


def bar_lambda(energy, M, slices=7000, every=5):
    """Decay length / width of an M x M bar from the smallest Lyapunov exponent."""
    n = M * M
    index = np.arange(n).reshape(M, M)
    across = np.zeros((n, n))
    for axis in (0, 1):
        there = np.roll(index, -1, axis).ravel()
        across[index.ravel(), there] += 1
        across[there, index.ravel()] += 1
    new, old = np.eye(n), np.zeros((n, n))
    logs = []
    for step in range(1, slices + 1):
        diagonal = (energy - rng.normal(0, sigma, n)) / t
        new, old = diagonal[:, None] * new - across @ new - old, new
        if step % every == 0:
            q, r = np.linalg.qr(np.vstack((new, old)))
            new, old = q[:n], q[n:]
            logs.append(np.log(abs(r[-1, -1])) / every)
    logs = np.array(logs[100:])
    blocks = np.array([b.mean() for b in np.array_split(logs, 20)])
    gamma = logs.mean()
    gamma_error = blocks.std(ddof=1) / np.sqrt(20)
    value = 1 / (gamma * M)
    return value, value * gamma_error / gamma


mass = const.hbar**2 / (2 * t * const.e * (spacing_nm * 1e-9)**2) / const.m_e
print(f"spacing {spacing_nm} nm, hopping {t} eV, site spread {sigma} eV")
print(f"clean band-top hole mass: {mass:.2f} electron masses")
print(f"energy window half-width: {half_window} eV")

# Extended random states: eigenvectors of real symmetric random matrices
N_small = 64
G = rng.normal(size=(200, N_small, N_small))
_, V = np.linalg.eigh(G + G.transpose(0, 2, 1))
random_ipr = (V**4).sum(axis=1).mean()
random_formula = 3 / (N_small + 2)
assert abs(random_ipr / random_formula - 1) < 0.015
print(f"random extended, N=64: P2 {random_ipr:.4f}, formula {random_formula:.4f}")

# Localized envelope: lattice sum against continuum integral
xi_long = 4.0
lattice_value = envelope_ipr(61, xi_long)
continuum_value = 1 / (8 * np.pi * xi_long**3)
assert abs(lattice_value / continuum_value - 1) < 0.02
print(f"envelope xi=4a: P2 sum {lattice_value:.3e}, formula {continuum_value:.3e}")
xi_match = brentq(lambda x: envelope_ipr(41, x) - random_formula, 0.3, 3)
print(f"localized xi with the random-state P2: {xi_match:.2f} a = "
      f"{xi_match * spacing_nm:.2f} nm")
false_s = -np.log(envelope_ipr(10, xi_long) / envelope_ipr(4, xi_long)) \
    / np.log(1000 / 64)
assert false_s > 0.7
print(f"apparent s of localized xi=4a, N=64 to 1000: {false_s:.2f}")

# Disorder-averaged scaling at fixed energy
data = {L: sample(L, cells) for L, cells in cells_per_size.items()}
for L, cells in cells_per_size.items():
    print(f"N={L**3}: edge {L * spacing_nm:.2f} nm, {7 * L**3 // 4} atoms, "
          f"{cells} cells")
s_value = {}
for name, centre in windows.items():
    for L in data:
        mean, error, count = window_mean(data[L], centre)
        print(f"{name} {centre} eV N={L**3}: P2 {mean:.4f} +- {error:.4f}, "
              f"N*P2 {mean * L**3:.1f}, {count} states")
    s_value[name] = exponent(data, centre)
    print(f"{name}: exponent s = {s_value[name][0]:.2f} +- {s_value[name][1]:.2f}")
assert s_value["band"][0] > 0.6
assert abs(s_value["tail"][0]) < 0.2

# Single-cell values overlap between the two kinds of energy
band_small = np.concatenate(in_window(data[4], windows["band"]))
band_large = np.concatenate(in_window(data[10], windows["band"]))
tail_small = np.concatenate(in_window(data[4], windows["tail"]))
tail_low, tail_median = np.percentile(tail_small, [10, 50])
fraction_small = (band_small > 0.1).mean()
fraction_large = (band_large > 0.1).mean()
assert band_small.max() > tail_low
assert fraction_small > 0.05 and fraction_large < fraction_small / 5
print(f"N=64 tail P2: 10th percentile {tail_low:.3f}, median {tail_median:.3f}")
print(f"largest band P2: N=64 {band_small.max():.3f}, "
      f"N=1000 {band_large.max():.3f}")
print(f"band states with P2>0.1: N=64 {100 * fraction_small:.1f} %, "
      f"N=1000 {100 * fraction_large:.1f} %")

# Following the topmost state changes its energy as well as the cell size
top = {L: np.mean([(e[-1], p[-1]) for e, p in data[L]], axis=0) for L in data}
for L in top:
    print(f"topmost state N={L**3}: mean E {top[L][0]:.2f} eV, P2 {top[L][1]:.3f}")
assert top[10][0] > top[4][0] + 0.2 and top[10][1] > top[4][1]

# Independent verdict from long bars
for name, centre in windows.items():
    narrow, narrow_error = bar_lambda(centre, 4)
    wide, wide_error = bar_lambda(centre, 7)
    combined = np.hypot(narrow_error, wide_error)
    print(f"{name} bar Lambda: width 4 {narrow:.3f} +- {narrow_error:.3f}, "
          f"width 7 {wide:.3f} +- {wide_error:.3f}")
    if name == "band":
        assert wide - narrow > 2 * combined
    if name == "tail":
        assert narrow - wide > 2 * combined

# One trap in a perfect crystal: diagonalization against lattice Green function
trap = 1.6                                     # eV
k = 2 * np.pi * np.arange(32) / 32
c = 2 * t * np.cos(k)
band = c[:, None, None] + c[None, :, None] + c[None, None, :]
bound = brentq(lambda e: trap * np.mean(1 / (e - band)) - 1, 6 * t + 0.01, 4)
green = np.fft.ifftn(1 / (bound - band)).real
trap_formula = (green**4).sum() / (green**2).sum()**2
trap_ipr = {}
for L in (6, 8):
    onsite = np.zeros(L**3)
    onsite[0] = trap
    _, v = eigh(hamiltonian(L, onsite), subset_by_index=[L**3 - 1, L**3 - 1])
    trap_ipr[L] = ipr(v)[0]
    assert abs(trap_ipr[L] / trap_formula - 1) < 0.03
print(f"crystal with one {trap} eV trap: P2 N=216 {trap_ipr[6]:.4f}, "
      f"N=512 {trap_ipr[8]:.4f}, Green {trap_formula:.4f}")

# Size of neglected effects: hopping fluctuations and orbital anisotropy
variants = {"base model": None,
            "hopping +-30 %": dict(hop_spread=0.3),
            "hops 0.4,0.1,0.1 eV": dict(hops=(0.4, 0.1, 0.1))}
for label, options in variants.items():
    if options is None:
        pair = {L: data[L] for L in (4, 8)}
    else:
        pair = {4: sample(4, 400, **options), 8: sample(8, 10, **options)}
    b, t_tail = exponent(pair, windows["band"]), exponent(pair, windows["tail"])
    print(f"{label}, N=64 to 512: s band {b[0]:.2f} +- {b[1]:.2f}, "
          f"tail {t_tail[0]:.2f} +- {t_tail[1]:.2f}")

# Lattice relaxation around a hole in the topmost state
relaxation = 0.5                               # eV, for a hole on one site
before, after, fixed_gain, full_gain = [], [], [], []
for _ in range(8):
    H = hamiltonian(6, rng.normal(0, sigma, 216))
    last = [215, 215]
    e0, v = eigh(H, subset_by_index=last)
    before.append(ipr(v)[0])
    fixed_gain.append(relaxation * before[-1])
    for _ in range(25):
        shifted = H + np.diag(2 * relaxation * v[:, 0]**2)
        _, v = eigh(shifted, subset_by_index=last)
    after.append(ipr(v)[0])
    full_gain.append((v.T @ H @ v)[0, 0] + relaxation * after[-1] - e0[0])
assert np.all(np.array(full_gain) >= np.array(fixed_gain) - 1e-10)
print(f"hole relaxation energy on one site: {relaxation} eV")
print(f"top state N=216: P2 rigid {np.mean(before):.3f}, "
      f"relaxed {np.mean(after):.3f}")
print(f"energy gain: fixed state {np.mean(fixed_gain):.3f} eV, "
      f"full {np.mean(full_gain):.3f} eV")
band_gain = [relaxation * window_mean(data[L], windows["band"])[0] for L in (4, 10)]
print(f"band-state gain, fixed state: N=64 {band_gain[0]:.4f} eV, "
      f"N=1000 {band_gain[1]:.4f} eV")
print(f"thermal energy at 300 K: {const.k * 300 / const.e:.4f} eV")
print("PASS")
```

Printed output:

```
spacing 0.28 nm, hopping 0.2 eV, site spread 0.6 eV
clean band-top hole mass: 2.43 electron masses
energy window half-width: 0.1 eV
random extended, N=64: P2 0.0455, formula 0.0455
envelope xi=4a: P2 sum 6.273e-04, formula 6.217e-04
localized xi with the random-state P2: 1.17 a = 0.33 nm
apparent s of localized xi=4a, N=64 to 1000: 0.84
N=64: edge 1.12 nm, 112 atoms, 1500 cells
N=216: edge 1.68 nm, 378 atoms, 120 cells
N=512: edge 2.24 nm, 896 atoms, 20 cells
N=1000: edge 2.80 nm, 1750 atoms, 8 cells
band 0.6 eV N=64: P2 0.0824 +- 0.0004, N*P2 5.3, 7327 states
band 0.6 eV N=216: P2 0.0314 +- 0.0003, N*P2 6.8, 1968 states
band 0.6 eV N=512: P2 0.0153 +- 0.0004, N*P2 7.9, 796 states
band 0.6 eV N=1000: P2 0.0094 +- 0.0003, N*P2 9.4, 601 states
band: exponent s = 0.80 +- 0.01
edge 1.4 eV N=64: P2 0.2027 +- 0.0024, N*P2 13.0, 2328 states
edge 1.4 eV N=216: P2 0.1413 +- 0.0045, N*P2 30.5, 669 states
edge 1.4 eV N=512: P2 0.1004 +- 0.0082, N*P2 51.4, 282 states
edge 1.4 eV N=1000: P2 0.0918 +- 0.0106, N*P2 91.8, 206 states
edge: exponent s = 0.30 +- 0.04
tail 1.9 eV N=64: P2 0.5921 +- 0.0118, N*P2 37.9, 270 states
tail 1.9 eV N=216: P2 0.6042 +- 0.0219, N*P2 130.5, 68 states
tail 1.9 eV N=512: P2 0.6506 +- 0.0493, N*P2 333.1, 17 states
tail 1.9 eV N=1000: P2 0.6085 +- 0.0291, N*P2 608.5, 22 states
tail: exponent s = -0.02 +- 0.02
N=64 tail P2: 10th percentile 0.330, median 0.636
largest band P2: N=64 0.360, N=1000 0.038
band states with P2>0.1: N=64 19.4 %, N=1000 0.0 %
topmost state N=64: mean E 1.68 eV, P2 0.355
topmost state N=216: mean E 1.84 eV, P2 0.555
topmost state N=512: mean E 1.97 eV, P2 0.666
topmost state N=1000: mean E 2.10 eV, P2 0.793
band bar Lambda: width 4 1.518 +- 0.049, width 7 2.187 +- 0.118
edge bar Lambda: width 4 0.487 +- 0.008, width 7 0.379 +- 0.006
tail bar Lambda: width 4 0.182 +- 0.001, width 7 0.107 +- 0.000
crystal with one 1.6 eV trap: P2 N=216 0.7929, N=512 0.7938, Green 0.7938
base model, N=64 to 512: s band 0.81 +- 0.01, tail -0.05 +- 0.04
hopping +-30 %, N=64 to 512: s band 0.81 +- 0.02, tail -0.08 +- 0.04
hops 0.4,0.1,0.1 eV, N=64 to 512: s band 0.75 +- 0.04, tail -0.09 +- 0.03
hole relaxation energy on one site: 0.5 eV
top state N=216: P2 rigid 0.477, relaxed 0.897
energy gain: fixed state 0.238 eV, full 0.387 eV
band-state gain, fixed state: N=64 0.0412 eV, N=1000 0.0047 eV
thermal energy at 300 K: 0.0259 eV
PASS
```
